# Midgap tunnelling through a massive Dirac monolayer and the parabolic-mass estimate

## Problem

Near one valley, and for one spin, the electrons of a semiconducting monolayer are described by the two-band Hamiltonian

$$H=\hbar v\,(k_x\sigma_x+k_y\sigma_y)+\Delta\,\sigma_z ,\qquad \Delta>0 ,$$

where $\sigma_{x,y,z}$ are Pauli matrices acting on the two band-edge orbitals, and $\mathbf k$ is measured from the valley centre. The gap is $2\Delta$. A gate raises the bands over a length $L$ along $x$ and so forms a barrier. The energy $E$ is measured from the middle of the gap inside the barrier. Incidence is normal, $k_y=0$, and scattering between valleys is neglected.

The amplitude of an evanescent wave falls as $e^{-\kappa x}$. Call its decay constant $\kappa_D$ when it follows from $H$, and $\kappa_P$ when it follows from the parabola fitted to the conduction-band edge and continued into the gap.

**(a)** Find the band-edge mass $m$ and $\kappa_D(E)$.

**(b)** Find $\kappa_P(E)$. Show that at midgap $\kappa_P=\sqrt2\,\kappa_D$, and identify what the parabola leaves out.

**(c)** The leads are the same monolayer, with bands shifted so that the carrier lies at $\varepsilon>\Delta$ above the lead midgap. The barrier edges are abrupt. Derive the midgap transmission $T$ in both descriptions, and show that its dependence on length gives $\kappa_D$ and $\kappa_P$.

**(d)** Evaluate the results for $2\Delta=1.7$ eV, $\hbar v=0.35$ eV nm, $L=5$ nm and $\varepsilon=0.90$ eV, which are rough values in the regime of monolayer MoS$_2$.

**(e)** Estimate how band corrections, oblique incidence, barrier shape and a temperature of 300 K alter the conclusions.

## Solution

### (a) Mass and decay constant

The Pauli matrices anticommute and each squares to one, so the cross terms in $H^2$ cancel. For $k_y=0$ and $k_x=k$,

$$E^2=\Delta^2+(\hbar vk)^2 .$$

Near the conduction edge $\hbar vk\ll\Delta$, and the positive root is

$$E=\Delta\sqrt{1+\left(\frac{\hbar vk}{\Delta}\right)^2}\simeq\Delta+\frac{(\hbar vk)^2}{2\Delta}.$$

Comparison with $\Delta+\hbar^2k^2/2m$ gives

$$m=\frac{\Delta}{v^2}.$$

In the gap, $|E|<\Delta$, no real $k$ satisfies the dispersion relation. Setting $k=i\kappa$ turns $e^{ikx}$ into $e^{-\kappa x}$ and $k^2$ into $-\kappa^2$. Hence

$$\kappa_D(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v},\qquad \kappa_D(0)=\frac{\Delta}{\hbar v}.$$

The decay is fastest at midgap and vanishes at both band edges.

### (b) The continued parabola

The same substitution in the parabola gives $E=\Delta-\hbar^2\kappa^2/2m$. With $m=\Delta/v^2$,

$$\kappa_P(E)=\frac{\sqrt{2m(\Delta-E)}}{\hbar}=\frac{\sqrt{2\Delta(\Delta-E)}}{\hbar v}.$$

Factorizing $\Delta^2-E^2=(\Delta-E)(\Delta+E)$ and dividing,

$$\frac{\kappa_P}{\kappa_D}=\sqrt{\frac{2\Delta(\Delta-E)}{(\Delta-E)(\Delta+E)}}=\sqrt{\frac{2\Delta}{\Delta+E}} .$$

At $E=0$ this is $\sqrt2$, whatever the gap and velocity. Relative to the Dirac value, the parabola overestimates the decay constant by 41%.

The factor $\Delta-E$ is the distance to the conduction edge, and both descriptions contain it. The factor $\Delta+E$ is the distance to the valence edge. The parabola freezes it at its conduction-edge value $2\Delta$, but at midgap it has fallen to $\Delta$. What is missing is the approach of the valence band, which bends the evanescent branch back towards $\kappa=0$.

The Dirac result can also be written with an energy-dependent mass:

$$\kappa_D^2=\frac{2m_t(E)(\Delta-E)}{\hbar^2},\qquad m_t(E)=\frac{\Delta+E}{2v^2}.$$

This mass equals $m$ at the conduction edge and $m/2$ at midgap.

The ratio is 1.03 at $E=0.9\Delta$, 1.15 at $0.5\Delta$, 1.41 at midgap and 2.00 at $-0.5\Delta$. It diverges at the valence edge, where the true decay constant vanishes and the parabola still predicts decay. The parabola is therefore sound for shallow tunnelling just below the conduction edge. If one starts from the valence edge instead, the symmetry $E\to-E$ of the spectrum gives $\sqrt{2\Delta/(\Delta-E)}$, which is again $\sqrt2$ at midgap.

### (c) Transmission

**Dirac barrier.** At midgap the wave equation in the barrier is

$$-i\hbar v\,\sigma_x\psi'+\Delta\sigma_z\psi=0 .$$

Multiply from the left by $i\sigma_x/\hbar v$ and use $\sigma_x^2=1$ and $\sigma_x\sigma_z=-i\sigma_y$:

$$\psi'+\frac{i\Delta}{\hbar v}(-i\sigma_y)\psi=0\quad\Rightarrow\quad\psi'=-\kappa_D\sigma_y\psi .$$

Thus $\psi(L)=e^{-\kappa_DL\sigma_y}\psi(0)$. Since $\sigma_y^2=1$, the inverse relation is

$$\psi(0)=(C+\sigma_yS)\,\psi(L),\qquad C=\cosh\kappa_DL,\quad S=\sinh\kappa_DL .$$

In a lead the wavevector $q$ obeys $\hbar vq=\sqrt{\varepsilon^2-\Delta^2}$. The second row of the eigenvalue equation, $\hbar vq\,a-\Delta b=\varepsilon b$, fixes the component ratio $b/a$. The right- and left-moving spinors are

$$u_\pm=\begin{pmatrix}1\\ \pm\eta\end{pmatrix},\qquad \eta=\frac{\hbar vq}{\varepsilon+\Delta}.$$

The equation is of first order and the potential step is finite, so both components of $\psi$ are continuous. At the left edge $\psi(0)=u_++ru_-$. At the right edge $\psi(L)=tu_+$, with the propagation phase absorbed in $t$. Because $\sigma_yu_+=(-i\eta,\,i)^T$,

$$1+r=t\,(C-i\eta S),\qquad \eta(1-r)=t\,(\eta C+iS).$$

Dividing the second equation by $\eta$ and adding it to the first removes $r$:

$$\frac1t=C+\frac i2\left(\frac1\eta-\eta\right)S .$$

The bracket simplifies because $(\hbar vq)^2=(\varepsilon-\Delta)(\varepsilon+\Delta)$:

$$\frac1\eta-\eta=\frac{(\varepsilon+\Delta)-(\varepsilon-\Delta)}{\hbar vq}=\frac{2\Delta}{\hbar vq}.$$

The leads are identical, so $T_D=|t|^2$. With $C^2=1+S^2$ and $(\hbar vq)^2+\Delta^2=\varepsilon^2$,

$$T_D=\frac{1}{1+\left(\dfrac{\varepsilon}{\hbar vq}\right)^2\sinh^2\kappa_DL}.$$

**Parabolic barrier.** Here $\psi''=\kappa_P^2\psi$ in the barrier, with $\kappa_P$ taken at midgap. The lead wavevector is $p=\sqrt{2m(\varepsilon-\Delta)}/\hbar$. The mass is uniform, so $\psi$ and $\psi'$ are continuous. At the right edge $\psi=t$ and $\psi'=ipt$. Carrying these values back to $x=0$, now with $C=\cosh\kappa_PL$ and $S=\sinh\kappa_PL$, gives

$$1+r=t\left(C-\frac{ip}{\kappa_P}S\right),\qquad ip(1-r)=t\,(ipC-\kappa_PS).$$

Dividing the second equation by $ip$ turns its last term into $+i(\kappa_P/p)S$. Adding the two equations,

$$\frac1t=C+\frac i2\left(\frac{\kappa_P}{p}-\frac{p}{\kappa_P}\right)S .$$

In the squared modulus the coefficient of $S^2$ is $1+\frac14(\kappa_P/p-p/\kappa_P)^2=\frac14(\kappa_P/p+p/\kappa_P)^2$, so

$$T_P=\frac{1}{1+\left(\dfrac{p^2+\kappa_P^2}{2p\kappa_P}\right)^2\sinh^2\kappa_PL}.$$

**Thick barriers.** For $\kappa L\gg1$, $\sinh^2\kappa L\simeq e^{2\kappa L}/4$ and the 1 in each denominator is negligible:

$$T_D\simeq4\left(\frac{\hbar vq}{\varepsilon}\right)^2e^{-2\kappa_DL},\qquad T_P\simeq\frac{16p^2\kappa_P^2}{(p^2+\kappa_P^2)^2}\,e^{-2\kappa_PL}.$$

The prefactors do not depend on $L$. Hence $-\frac12\,d\ln T/dL$ tends to $\kappa_D$ and $\kappa_P$ respectively, and the factor $\sqrt2$ appears in the slope of $\ln T$ against length.

The prefactors differ too. Let $\delta=\varepsilon-\Delta$ be small. Then $(\hbar vq)^2\simeq2\Delta\delta$ and the Dirac prefactor tends to $8\delta/\Delta$. Since $p^2/\kappa_P^2=\delta/\Delta$, the parabolic one tends to $16\delta/\Delta$. For carriers near the lead band edge, the parabola therefore overestimates the prefactor by about two while it underestimates the exponential.

### (d) Numbers

With $\Delta=0.85$ eV the velocity is $5.32\times10^5$ m/s and $m=0.53$ electron masses. The mass that reproduces the midgap decay is half of this, 0.26. The decay constants are

$$\kappa_D=\frac{0.85}{0.35}=2.43\ \text{nm}^{-1},\qquad \kappa_P=\sqrt2\times2.43=3.43\ \text{nm}^{-1},$$

or $2.43\times10^7$ and $3.43\times10^7$ cm$^{-1}$. One decade of transmission requires a length $\ln10/2\kappa$, which is 0.47 nm for the Dirac barrier and 0.34 nm for the parabolic one.

For $L=5$ nm the exponents $2\kappa L$ are 24.29 and 34.35. Their difference makes the exponential factors differ by $e^{10.06}\simeq2.3\times10^4$.

For the prefactors, $(\hbar vq)^2=0.90^2-0.85^2=0.0875$ eV$^2$, so the Dirac one is $4\times0.0875/0.81=0.43$. With $p^2/\kappa_P^2=0.05/0.85=0.059$, the parabolic one is $16\times0.059/1.059^2=0.84$. The full transmissions are

$$T_D=1.2\times10^{-11},\qquad T_P=1.0\times10^{-15}.$$

The parabola is too low by a factor of $1.2\times10^4$. This is about half the ratio of the exponentials, as the prefactors require.

### (e) What changes the result

**Spin–orbit splitting.** Take a rough valence splitting $\lambda=0.15$ eV. For the spin with the larger gap, the lower diagonal element of $H$ becomes $-\Delta-\lambda$. Keep $E=0$ at the midgap of the other spin. The condition $\det(H-E)=0$ gives $(\hbar v\kappa)^2=\Delta(\Delta+\lambda)$. The conduction edge is now $E\simeq\Delta+(\hbar vk)^2/(2\Delta+\lambda)$, so $(\hbar v\kappa_P)^2=\Delta(2\Delta+\lambda)$. Therefore

$$\frac{\kappa_P}{\kappa}=\sqrt{\frac{2\Delta+\lambda}{\Delta+\lambda}}=\sqrt{1.85}=1.36,\qquad \kappa=2.63\ \text{nm}^{-1}.$$

**Remote bands.** More distant bands add diagonal quadratic terms $ak^2+bk^2\sigma_z$, and also an off-diagonal one, trigonal warping, of which the lattice model below gives an example. Consider $a$ and $b$ separately, with a size that changes the inverse conduction mass by a fraction $s=\pm0.1$, so that $a$ or $b$ equals $s(\hbar v)^2/2\Delta$.

- The asymmetric term $a$ gives $(\hbar v\kappa)^2=\Delta^2-a^2\kappa^4$. The decay constant depends on $a^2$ and barely moves, to 2.426 nm$^{-1}$. The conduction mass changes at first order, so the ratio becomes 1.35 for $s=+0.1$ and 1.49 for $s=-0.1$. The positive sign corresponds to a hole 1.22 times as heavy as the electron.
- The symmetric term $b$ gives $\hbar v\kappa=\Delta-b\kappa^2$. To first order $\kappa\simeq\kappa_D(1-s/2)$. The parabolic value changes by $(1+s)^{-1/2}\simeq1-s/2$, so the shifts cancel in the ratio to this order. The computed $\kappa$ is 2.32 or 2.56 nm$^{-1}$, while the ratio stays at 1.41.

**The lattice.** The wave decays appreciably within one lattice constant, here 0.32 nm, so the continuum model deserves a check. A honeycomb lattice with site energies $\pm\Delta$, bond length $d=0.32/\sqrt3=0.185$ nm and nearest-neighbour hopping $h=2\hbar v/3d=1.26$ eV has the same band edge. It sets a scale for lattice effects and is not a band structure of MoS$_2$.

Along a bond, the armchair direction, the three hopping phases at the valley sum to $F=e^{ikd}-e^{-ikd/2}$. The product of $F$ with the sum for reversed phases is $2-2\cos(3kd/2)=4\sin^2(3kd/4)$. At midgap, with $k=i\kappa$, the determinant condition becomes

$$2h\sinh\frac{3\kappa d}{4}=\Delta .$$

Its solution is $\kappa=2.39$ nm$^{-1}$, and the ratio is 1.44. For small $\Delta/h$ the hyperbolic sine is linear and the Dirac value returns. Along the zigzag direction the complex root of the same lattice model gives 2.325 nm$^{-1}$ and a ratio of 1.48.

**Oblique incidence.** For $k_y\ne0$ the dispersion relation gives $\kappa^2=\kappa_D^2+k_y^2$, whereas the parabola gives $\kappa_P^2=2\kappa_D^2+k_y^2$. The ratio falls below $\sqrt2$. At the largest transverse wavevector in the leads, $k_y=0.845$ nm$^{-1}$, it is $\sqrt{12.51/6.61}=1.38$. There $\kappa=2.57$ nm$^{-1}$, and the exponential part of $T_D$ is multiplied by 0.24 relative to normal incidence. The full transmission vanishes in this limit, because the carrier in the lead then moves parallel to the barrier.

**Edge shape.** Replace each abrupt edge by a linear ramp 1 nm wide, centred on the nominal edge. The transmission falls to 0.31 of its abrupt-edge value. A semiclassical estimate accounts for the size. On a ramp the local energy runs from $\varepsilon$ to 0, and integrating $\kappa_D(E)$ over it gives $(\pi/4)(\Delta/\varepsilon)\kappa_D\times1\ \text{nm}=0.74\,\kappa_D$ nm, instead of the $0.5\,\kappa_D$ nm of the abrupt barrier. Two ramps raise the exponent by $4\times0.242\times2.43=2.35$. Replacing the abrupt prefactor 0.43 by the semiclassical value 1 then gives $e^{-2.35}/0.43=0.22$, of the right order. The estimate is rough, because the turning point lies only 0.06 nm inside the ramp. The slope with length remains 2.43 nm$^{-1}$, because lengthening the barrier adds only flat midgap material.

**Tilt.** Let the barrier midgap vary linearly by $V=0.5$ eV across 5 nm, a field of 1 MV/cm, with both leads held fixed. The mean of $E^2$ is $V^2/12=0.0208$ eV$^2$. Expanding $\sqrt{\Delta^2-E^2}$ reduces the exponent by the fraction $0.0208/(2\times0.85^2)=0.0144$, or by 0.35, so $T_D$ should rise by about $e^{0.35}=1.42$. The computed factor is 1.40. A real bias also shifts the leads, which is not included.

**Temperature.** Hold the Fermi level at the barrier midgap and average the normal-incidence $T_D(E)$ with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. At 300 K the average is 1.15 times the midgap value, and a share of $1.2\times10^{-4}$ passes above the barrier.

The balance depends on length. The combined thermal and tunnelling exponent, $E/k_BT_0+2L\sqrt{\Delta^2-E^2}/\hbar v$ with $T_0$ the temperature, is concave in $E$ between midgap and the conduction edge. Its minimum therefore lies at one of the two ends. Equating the end values, $2L\Delta/\hbar v=\Delta/k_BT_0$, gives

$$L=\frac{\hbar v}{2k_BT_0}=\frac{0.35}{2\times0.02585}=6.8\ \text{nm}.$$

By exponents alone, midgap tunnelling leads below this length and thermal emission above it. At 5 nm the thermal exponent is $0.85/0.02585=32.9$, well above the Dirac value 24.3 but slightly below the parabolic 34.3. By exponents alone the parabola would therefore place thermal emission first, but a margin of about 1.5 in the exponent is small enough for the prefactors to reverse the order. In the Dirac description with abrupt edges the margin is large and midgap tunnelling clearly leads. Wide ramps change this: they lengthen the forbidden path at midgap and shorten it near the barrier top, so thermally assisted tunnelling takes over once the ramps are between 3 and 4 nm wide.

**The real material.** A mass near half the free-electron mass is a reasonable rough value for monolayer MoS$_2$. A gap of 1.7 eV is close to semilocal density-functional values and somewhat below the optical gap. Tunnelling is governed by the transport gap, which depends on the dielectric surroundings and can be larger by several tenths of an eV, up to about 1 eV. At fixed $\hbar v$, a gap larger by 0.3 eV raises $\kappa_D$ by $0.3/1.7=18\%$. At fixed mass, where $\kappa_D=\sqrt{m\Delta}/\hbar$, the rise is 8%. The lead density, $2.3\times10^{13}$ cm$^{-2}$ for two spins and two valleys at zero temperature, represents heavily doped contacts. Real devices do not have abrupt edges. The 1 nm ramps lower $T_D$ about threefold, but they imply a field of 9 MV/cm, steeper than a gate is likely to produce. Ramps 3 nm wide lower $T_D$ by more than two orders of magnitude. Metal contacts, defect-assisted and phonon-assisted tunnelling, and self-consistent electrostatics are outside the model, so $10^{-11}$ is not a forecast of device leakage. With the band corrections above taken one at a time, the ratio at normal incidence lies between 1.35 and 1.49. Together they can carry it further: the larger-gap spin with the asymmetric term at $s=+0.1$ gives 1.30. The exact value $\sqrt2$ belongs to the two-band Hamiltonian of the problem, which is linear in $\mathbf k$ and has equal electron and hole masses. The numerical output lists the individual cases.

## Computed results

```
gap = 1.70 eV; half gap Delta = 0.85 eV
hbar v = 0.35 eV nm; v = 5.317e+05 m/s
barrier length = 5.0 nm
lead energy above lead midgap = 0.90 eV
lead energy above lead band edge = 0.05 eV
lead wavevector = 0.845 1/nm
lead density, 2 spins and 2 valleys = 2.27e+13 1/cm2
band-edge mass = 0.5287 electron masses
mass fitting midgap decay = 0.2644 electron masses
Dirac decay constant = 2.4286 1/nm = 2.429e+07 1/cm
parabolic decay constant = 3.4345 1/nm = 3.435e+07 1/cm
ratio of decay constants = 1.41421
ratio at E = -0.5 Delta: 2.0000
ratio at E = +0.0 Delta: 1.4142
ratio at E = +0.5 Delta: 1.1547
ratio at E = +0.9 Delta: 1.0260
length per decade of T, Dirac = 0.474 nm
length per decade of T, parabolic = 0.335 nm
exponent 2 kappa L, Dirac = 24.29
exponent 2 kappa L, parabolic = 34.35
ratio of exponentials = 2.338e+04
full transmission, Dirac = 1.226e-11
full transmission, parabolic = 1.019e-15
full transmission ratio, Dirac/parabolic = 1.203e+04
valence spin-orbit splitting used = 0.15 eV
remote-band share of inverse mass = 0.10
hole/electron mass, asymmetric + = 1.222
honeycomb lattice constant = 0.32 nm
larger-gap spin: kappa = 2.634 1/nm, ratio = 1.360
asymmetric remote term +: kappa = 2.426 1/nm, ratio = 1.350
asymmetric remote term -: kappa = 2.426 1/nm, ratio = 1.493
symmetric remote term +: kappa = 2.318 1/nm, ratio = 1.413
symmetric remote term -: kappa = 2.564 1/nm, ratio = 1.412
honeycomb, armchair: kappa = 2.385 1/nm, ratio = 1.440
honeycomb, zigzag: kappa = 2.325 1/nm, ratio = 1.477
kappa at ky = lead wavevector = 2.571 1/nm
its exponential factor in T = 0.240
edge width = 1.0 nm; T smooth/sharp = 0.307
decay constant with smooth edges = 2.4286 1/nm
tilt = 0.5 eV; field = 1.00 MV/cm
T tilted/flat, same leads = 1.404
temperature = 300 K; kT = 0.02585 eV
thermal mean of T / midgap T = 1.146
share carried above the barrier = 1.22e-04
```
